# Why a deep fluorine 2s level can make one-bond couplings negative: a numerical check

```python
"""
Result under test: sign of the Fermi contact coupling in a three-orbital bond.
Orbitals: h on atom A, s and p on fluorine; levels a_h, a_s < a_p; couplings
b_s (h-s) and b_p (h-p); four independent electrons; e3 is the empty level.
Mutual polarisability  pi = 4 sum_occ,empty c_ih c_is c_jh c_js/(e_i - e_j)
  = 4 c_3h^4 c_3s^2/(e3-a_s) * [1 - b_p^2 (a_p-a_s)/(e3-a_p)^3],
which is negative exactly when a_p - a_s > (e3-a_p)^3/b_p^2.
Reduced coupling K = (mu0 g muB/3)^2 * (s densities at both nuclei) * pi,
defined by the energy K m_A m_B of two parallel nuclear moments.
Energies are in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def hamiltonian(a_h, a_s, a_p, b_s, b_p):
    return np.array([[a_h, b_s, b_p], [b_s, a_s, 0.0], [b_p, 0.0, a_p]])


def excitation_terms(*params):
    """Contributions of 1->3 and 2->3 to pi, from diagonalization."""
    e, c = np.linalg.eigh(hamiltonian(*params))
    return np.array([4 * c[0, i] * c[1, i] * c[0, 2] * c[1, 2]
                     / (e[i] - e[2]) for i in (0, 1)])


def closed_formula(a_h, a_s, a_p, b_s, b_p):
    """Derived formula; the empty level is a root of the secular equation."""
    def secular(e):
        return e - a_h - b_s**2 / (e - a_s) - b_p**2 / (e - a_p)
    top = max(a_h, a_p) + abs(b_s) + abs(b_p) + 1
    e3 = brentq(secular, a_p + 1e-9, top, xtol=1e-13)
    x, y = e3 - a_s, e3 - a_p
    ch2 = 1 / (1 + b_s**2 / x**2 + b_p**2 / y**2)
    cs2 = ch2 * b_s**2 / x**2
    return 4 * ch2**2 * cs2 / x * (1 - b_p**2 * (a_p - a_s) / y**3)


def s_population(*params):
    c = np.linalg.eigh(hamiltonian(*params))[1]
    return 2 * np.sum(c[1, :2]**2)


def crossing_depth(a_h, a_p, b_s, b_p):
    """Derived depth a_p - a_s at which pi vanishes."""
    def f(y):
        return (y - (a_h - a_p) - b_p**2 / y
                - b_s**2 * b_p**2 / (y * (b_p**2 + y**2)))
    y = brentq(f, 1e-6, 1e3, xtol=1e-13)
    return y**3 / b_p**2


# Random bonds: formula, population response, level order, signs, one crossing
rng = np.random.default_rng(7)
depth_grid = np.geomspace(0.01, 3000, 500)
for _ in range(60):
    a_p = rng.uniform(-3, 3)
    a_h = a_p + rng.uniform(-4, 6)
    a_s = a_p - rng.uniform(0.5, 40)
    b_s = rng.choice([-1, 1]) * rng.uniform(1, 6)
    b_p = rng.choice([-1, 1]) * rng.uniform(3, 8)
    params = (a_h, a_s, a_p, b_s, b_p)
    terms = excitation_terms(*params)
    size = np.sum(np.abs(terms))
    assert abs(terms.sum() - closed_formula(*params)) < 1e-8 * size
    d = 1e-3
    slope = (s_population(a_h + d, *params[1:])
             - s_population(a_h - d, *params[1:])) / (2 * d)
    # central difference: truncation of order d^2, rounding of order 1e-13
    assert abs(slope - terms.sum()) < 1e-5 * size + 1e-11
    e = np.linalg.eigvalsh(hamiltonian(*params))
    assert e[0] < a_s < e[1] < a_p < e[2]
    assert terms[0] > 0 > terms[1]
    signs = np.array([np.sign(excitation_terms(a_h, a_p - g, a_p, b_s,
                                               b_p).sum())
                      for g in depth_grid])
    assert signs[0] > 0 > signs[-1]
    assert np.count_nonzero(np.diff(signs)) == 1
    found = brentq(lambda g: excitation_terms(a_h, a_p - g, a_p, b_s,
                                              b_p).sum(), 0.01, 3000)
    assert abs(found / crossing_depth(a_h, a_p, b_s, b_p) - 1) < 1e-6

# Without the p orbital the response of the s population is always positive
for gap in np.linspace(-30, 30, 25):
    pop = []
    for shift in (-1e-3, 1e-3):
        c2 = np.linalg.eigh(np.array([[gap + shift, -4.0], [-4.0, 0.0]]))[1]
        pop.append(2 * c2[1, 0]**2)
    assert pop[1] > pop[0]

# Weak h-s coupling, equal h and p levels: crossing at the bonding level
weak = brentq(lambda g: excitation_terms(0, -g, 0, 0.01, -6).sum(), 1, 20)
assert abs(weak - 6) < 0.02

# Contact field: Biot-Savart field at the centre of a spherical magnetisation
def magnetisation(x, z):
    r = np.sqrt(x * x + z * z)
    return (1 - 1.5 * r)**2 * np.exp(-2 * r)


node, weight = np.polynomial.legendre.leggauss(200)
r = 15 * (node + 1)
theta = np.pi / 2 * (node + 1)
R, T = np.meshgrid(r, theta, indexing="ij")
W = np.outer(15 * weight, np.pi / 2 * weight)
X, Z = R * np.sin(T), R * np.cos(T)
current = -(magnetisation(X + 1e-5, Z) - magnetisation(X - 1e-5, Z)) / 2e-5
field_ratio = np.sum(W * current * np.sin(T)**2) / 2   # B(0)/(mu0 M(0))
assert abs(field_ratio - 2 / 3) < 1e-5

# Worked example
a_h, a_s, a_p, b_s, b_p = 3.0, -20.0, 0.0, -4.0, -6.0
example = (a_h, a_s, a_p, b_s, b_p)
s_fraction, density_A, density_F = 0.25, 3.0, 10.0     # densities in 1/bohr^3
eV = const.e
bohr = const.physical_constants["Bohr radius"][0]
muB = const.physical_constants["Bohr magneton"][0]
g = abs(const.physical_constants["electron g factor"][0])
contact = const.mu_0 * g * muB / 3
rho_A = s_fraction * density_A / bohr**3
rho_F = density_F / bohr**3
levels, coeff = np.linalg.eigh(hamiltonian(*example))
coeff = coeff * np.where(coeff[0] < 0, -1, 1)
terms = excitation_terms(*example)
pi_value = terms.sum()
K = contact**2 * rho_A * rho_F * pi_value / eV

# K from its definition: mixed second difference of the total energy
step = 0.05
m_A, m_F = step * eV / (contact * rho_A), step * eV / (contact * rho_F)


def total_energy(sign_A, sign_F):
    energy = 0.0
    for spin in (1, -1):
        shift_h = spin * sign_A * contact * rho_A * m_A / eV
        shift_s = spin * sign_F * contact * rho_F * m_F / eV
        H = hamiltonian(*example) + np.diag([shift_h, shift_s, 0.0])
        energy += np.sum(np.linalg.eigvalsh(H)[:2])
    return energy * eV


K_energy = (total_energy(1, 1) - total_energy(1, -1) - total_energy(-1, 1)
            + total_energy(-1, -1)) / (4 * m_A * m_F)
# truncation is (step/level gap)^2, enlarged by cancellation of the two terms
assert abs(K_energy / K - 1) < 2e-3
assert K < 0

# Very deep s level: limiting law built from the h-p pair alone
pair_e, pair_c = np.linalg.eigh(np.array([[a_h, b_p], [b_p, a_p]]))
limit = (-4 * pair_c[0, 1]**6 * b_s**2 * b_p**2 / (pair_e[1] - a_p)**3)
deep = 1e4
deep_value = excitation_terms(a_h, a_p - deep, a_p, b_s, b_p).sum() * deep**2
assert abs(deep_value / limit - 1) < 0.01   # corrections of order 10 eV/depth

# More polar bond with the same s depth
polar_h = 8.0
polar = excitation_terms(polar_h, a_s, a_p, b_s, b_p).sum()
depth = crossing_depth(a_h, a_p, b_s, b_p)
polar_depth = crossing_depth(polar_h, a_p, b_s, b_p)
assert polar > 0 and polar_depth > depth
depths = [crossing_depth(v, a_p, b_s, b_p) for v in np.linspace(-4, 12, 17)]
assert np.all(np.diff(depths) > 0)

print(f"levels h, s, p: {a_h:.1f}, {a_s:.1f}, {a_p:.1f} eV")
print(f"couplings h-s, h-p: {b_s:.1f}, {b_p:.1f} eV")
print(f"s fraction of h: {s_fraction:.2f}")
print(f"s densities at nuclei A, F: {density_A:.1f}, {density_F:.1f} bohr^-3")
print(f"contact field ratio B(0)/(mu0 M(0)): {field_ratio:.5f}")
for i in range(3):
    print(f"orbital {i+1}: energy {levels[i]:.4f} eV; c_h, c_s, c_p = "
          + ", ".join(f"{v:.4f}" for v in coeff[:, i]))
y = levels[2] - a_p
print(f"y = empty level minus p level: {y:.4f} eV")
print(f"y^3/b_p^2 at this s level: {y**3 / b_p**2:.3f} eV")
print(f"actual depth of s below p: {a_p - a_s:.3f} eV")
print(f"bracket 1 - b_p^2 depth/y^3: {1 - b_p**2*(a_p-a_s)/y**3:.4f}")
print(f"term 1->3: {terms[0]:.4e} eV^-1")
print(f"term 2->3: {terms[1]:.4e} eV^-1")
print(f"pi, sum over excitations: {pi_value:.4e} eV^-1")
print(f"pi, closed formula: {closed_formula(*example):.4e} eV^-1")
print(f"crossing depth of s below p: {depth:.3f} eV")
print(f"contact factor mu0 g muB/3: {contact:.4e} J m^3 (J/T)^-1")
print(f"K from pi: {K:.4e} T^2 J^-1")
print(f"K from energy differences: {K_energy:.4e} T^2 J^-1")
print("depth of s (eV) | term 1->3 | term 2->3 | pi (eV^-1)")
for gap in (2, 5, 10, 15, 20, 40, 80, 160):
    t = excitation_terms(a_h, a_p - gap, a_p, b_s, b_p)
    print(f"{gap:4d} | {t[0]:.4e} | {t[1]:.4e} | {t.sum():.4e}")
print(f"deep limit of pi*depth^2: {limit:.4f} eV")
print(f"pi*depth^2 at depth {deep:.0f} eV: {deep_value:.4f} eV")
print(f"weak-coupling equal-level crossing depth: {weak:.4f} eV")
print(f"polar bond: h level {polar_h:.1f} eV, pi = {polar:.4e} eV^-1")
print(f"polar bond: crossing depth {polar_depth:.3f} eV")
print("all assertions hold")
```

It prints:

```
levels h, s, p: 3.0, -20.0, 0.0 eV
couplings h-s, h-p: -4.0, -6.0 eV
s fraction of h: 0.25
s densities at nuclei A, F: 3.0, 10.0 bohr^-3
contact field ratio B(0)/(mu0 M(0)): 0.66667
orbital 1: energy -20.7276 eV; c_h, c_s, c_p = 0.1787, 0.9825, 0.0517
orbital 2: energy -4.3176 eV; c_h, c_s, c_p = 0.5777, -0.1474, 0.8028
orbital 3: energy 8.0452 eV; c_h, c_s, c_p = 0.7964, -0.1136, -0.5940
y = empty level minus p level: 8.0452 eV
y^3/b_p^2 at this s level: 14.465 eV
actual depth of s below p: 20.000 eV
bracket 1 - b_p^2 depth/y^3: -0.3827
term 1->3: 2.2085e-03 eV^-1
term 2->3: -2.4918e-03 eV^-1
pi, sum over excitations: -2.8335e-04 eV^-1
pi, closed formula: -2.8335e-04 eV^-1
crossing depth of s below p: 14.902 eV
contact factor mu0 g muB/3: 7.7784e-30 J m^3 (J/T)^-1
K from pi: -3.6546e+19 T^2 J^-1
K from energy differences: -3.6546e+19 T^2 J^-1
depth of s (eV) | term 1->3 | term 2->3 | pi (eV^-1)
   2 | 2.0720e-02 | -9.6878e-03 | 1.1032e-02
   5 | 1.8004e-02 | -1.3435e-02 | 4.5687e-03
  10 | 8.6447e-03 | -7.6856e-03 | 9.5918e-04
  15 | 4.0995e-03 | -4.1092e-03 | -9.6723e-06
  20 | 2.2085e-03 | -2.4918e-03 | -2.8335e-04
  40 | 4.0750e-04 | -6.8961e-04 | -2.8211e-04
  80 | 6.2661e-05 | -1.8109e-04 | -1.1843e-04
 160 | 8.7130e-06 | -4.6399e-05 | -3.7686e-05
deep limit of pi*depth^2: -1.2174 eV
pi*depth^2 at depth 10000 eV: -1.2130 eV
weak-coupling equal-level crossing depth: 6.0000 eV
polar bond: h level 8.0 eV, pi = 5.1763e-04 eV^-1
polar bond: crossing depth 41.658 eV
all assertions hold
```
